\section*{ROHF orbital energies are not comparable ionization estimates between programs}

\section{One molecule, several ionization energies}

Ultraviolet light of sufficient energy removes an electron from an oxygen molecule. The molecule has a triplet ground state: its two antibonding $1\pi_g$ orbitals hold one electron each, with parallel spins. To estimate the cost of removing one of these electrons, one may run a restricted open-shell Hartree--Fock (ROHF) calculation and change the sign of the $1\pi_g$ orbital energy. Depending on a convention built into it, one program can then give 5.7 eV and another 14.4 eV, although both report the same total energy in the same basis at the same geometry.

The belief that makes this alarming is that a converged ROHF wavefunction has one set of orbital energies, and that their negatives estimate ionization energies. If so, one of the programs must be wrong, or must have found another state.

The belief has a sound origin. For a closed-shell molecule both spins feel the same Fock operator. Its eigenvalues are the usual orbital energies, and Koopmans' theorem identifies their negatives with ionization energies at frozen orbitals. An ROHF printout looks just the same. With an open shell, however, there are two Fock operators, and the energy does not say how to combine them into one list.

\section{What the energy determines}

Consider a single high-spin determinant with real orbitals and fixed nuclei. Closed orbitals $c$ hold two electrons, open orbitals $o$ hold one electron of spin $\alpha$, and virtual orbitals $v$ are empty. The $\alpha$ electrons thus occupy $c$ and $o$, and the $\beta$ electrons occupy $c$. For each spin $\sigma$ let $D^\sigma=\sum_{i\in\sigma}\phi_i\phi_i^T$ be the density matrix in an orthonormal basis, and let $D=D^\alpha+D^\beta$. With
\begin{equation}
J[D]_{pq}=\sum_{rs}(pq|rs)D_{rs},\qquad
K[D]_{pq}=\sum_{rs}(pr|qs)D_{rs},
\end{equation}
the energy is
\begin{equation}
E=E_{\rm nuc}+\mathrm{tr}\,hD+\tfrac12\mathrm{tr}\,D\,J[D]
-\tfrac12\sum_{\sigma}\mathrm{tr}\,D^\sigma K[D^\sigma].
\label{energy}
\end{equation}
Here $h$ contains the kinetic energy and the nuclear attraction. Exchange acts between equal spins, so it has a separate term for each spin.

The energy depends on the orbitals through $D^\alpha$ and $D^\beta$ alone. If the closed orbitals are replaced by $\phi'_i=\sum_j\phi_jU_{ji}$ with $U$ orthogonal, then
\begin{equation}
\sum_i\phi'_i\phi_i'^T=\sum_{jk}\phi_j(UU^T)_{jk}\phi_k^T
=\sum_j\phi_j\phi_j^T .
\end{equation}
The same holds within the open shell, and virtual orbitals do not enter at all. The energy therefore fixes three subspaces, not individual orbitals within them.

To find the conditions on the subspaces, change the densities slightly. Both quadratic forms in \eqref{energy} are symmetric, so their first variations cancel the factors $\tfrac12$:
\begin{equation}
\delta E=\sum_\sigma\mathrm{tr}\,F^\sigma\delta D^\sigma,\qquad
F^\sigma=h+J[D]-K[D^\sigma].
\label{fock}
\end{equation}
Now rotate orbital $p$ into orbital $q$ by an angle $\theta$:
\begin{equation}
\phi'_p=\cos\theta\,\phi_p+\sin\theta\,\phi_q,\qquad
\phi'_q=\cos\theta\,\phi_q-\sin\theta\,\phi_p .
\end{equation}
If spin $\sigma$ occupies both orbitals or neither, $D^\sigma$ is unchanged. If it occupies only $p$, then to first order $\delta D^\sigma=\theta(\phi_p\phi_q^T+\phi_q\phi_p^T)$, which contributes $2\theta F^\sigma_{pq}$ to the energy.

For a closed--open rotation only the $\beta$ density changes, because $\alpha$ electrons fill both orbitals. For an open--virtual rotation only the $\alpha$ density changes. For a closed--virtual rotation both change. Hence
\begin{align}
\left.\frac{dE}{d\theta}\right|_{co}&=2F^\beta_{co}, &
\left.\frac{dE}{d\theta}\right|_{ov}&=2F^\alpha_{ov}, &
\left.\frac{dE}{d\theta}\right|_{cv}&=2(F^\alpha_{cv}+F^\beta_{cv}).
\label{slopes}
\end{align}
A stationary energy requires all three to vanish. These are the complete ROHF conditions. They connect different shells and say nothing about matrix elements within a shell.

\section{Where the printed eigenvalues come from}

To find the orbitals by diagonalization, the conditions are packed into one effective matrix $R$:
\begin{equation}
R_{co}=F^\beta_{co},\qquad R_{ov}=F^\alpha_{ov},\qquad
R_{cv}=\tfrac12(F^\alpha_{cv}+F^\beta_{cv}).
\end{equation}
Something must also be placed in the three diagonal blocks. The form considered here is
\begin{equation}
R_{kk}=A_kF^\alpha_{kk}+B_kF^\beta_{kk},\qquad k=c,o,v,
\end{equation}
where $kk$ denotes a whole block. At convergence the blocks coupling different shells vanish, whatever the $A_k$ and $B_k$ are. Diagonalizing $R$ then only rotates orbitals within shells, provided that orbitals from different shells are not mixed when their eigenvalues happen to coincide. The energy is unaffected, but the eigenvalues depend on the chosen coefficients. Such a choice is called a canonicalization.

Three choices are compared here, with the pairs $(A,B)$ in the order closed, open, virtual:
\begin{itemize}
\item Guest--Saunders: $(\tfrac12,\tfrac12)$, $(\tfrac12,\tfrac12)$, $(\tfrac12,\tfrac12)$.
\item Roothaan: $(-\tfrac12,\tfrac32)$, $(\tfrac12,\tfrac12)$, $(\tfrac32,-\tfrac12)$.
\item Koopmans-type: $(0,1)$, $(1,0)$, $(1,0)$.
\end{itemize}

The size of the disagreement follows from \eqref{fock}. The two Fock matrices differ only in exchange, and the $\alpha$ density has the open orbitals in addition:
\begin{equation}
F^\beta_{pp}-F^\alpha_{pp}=K[D^\alpha-D^\beta]_{pp}
=\sum_o(po|po)\equiv X_p .
\label{exchange}
\end{equation}
In all three schemes $A+B=1$. An orbital that symmetry keeps the same in every scheme therefore has the eigenvalue
\begin{equation}
\varepsilon_p=A F^\alpha_{pp}+B(F^\alpha_{pp}+X_p)=F^\alpha_{pp}+B\,X_p .
\label{shift}
\end{equation}
Without an open shell, $X_p=0$ and the schemes agree. That is the closed-shell case on which the belief rests. For an open orbital, $X_p$ contains $(pp|pp)$, the repulsion of an orbital's charge with itself, so a large shift is to be expected.

\section{The same oxygen molecule three times}

Take triplet O$_2$ with a bond length of 1.21 \AA{} in the cc-pVDZ basis. Three self-consistent calculations were run, each driven by one of the three matrices $R$. All started from the same deliberately disturbed orbitals, with an energy of $-146.098$ hartree. The disturbance mixed only orbitals of the same symmetry, so the runs kept the $\sigma$, $\pi$ and $g$, $u$ labels throughout. During the iterations the open and virtual levels were shifted up by 1 and 2 hartree, so that the orbitals were filled by shell. Each run ended at
\begin{equation}
E=-149.60758768\ \text{hartree}.
\end{equation}
This symmetric solution satisfies the ROHF conditions, but it is a saddle point and not a minimum: if the orbitals may break the symmetry, the energy falls by about 0.0003 hartree. All numbers below refer to the symmetric solution. The eigenvalues, in hartree and without the shifts, are:

\begin{center}
\begin{tabular}{lrrr}
 & Guest--Saunders & Roothaan & Koopmans-type\\
$3\sigma_g$ & $-0.7287$ & $-0.6574$ & $-0.6938$\\
$1\pi_u$ & $-0.7007$ & $-0.4659$ & $-0.5833$\\
$1\pi_g$ & $-0.2083$ & $-0.2083$ & $-0.5295$
\end{tabular}
\end{center}

The bonding $1\pi_u$ orbitals are closed, and symmetry prevents them from mixing with other closed orbitals. Their diagonal element is $F^\alpha=-0.8182$ hartree, and the exchange integrals with the two open orbitals sum to $X=0.2349$ hartree. Equation \eqref{shift} gives
\begin{align}
\text{Guest--Saunders:}\quad&-0.8182+\tfrac12(0.2349)=-0.7007,\\
\text{Koopmans-type:}\quad&-0.8182+0.2349=-0.5833,\\
\text{Roothaan:}\quad&-0.8182+\tfrac32(0.2349)=-0.4659,
\end{align}
in hartree, up to rounding in the last digit. The whole spread comes from counting the same exchange energy a half, one or one and a half times.

For the open $1\pi_g$ orbitals, $F^\alpha=-0.5295$ and $X=0.6424$ hartree. Half of $X$ raises the eigenvalue to $-0.2083$ hartree. The first two schemes agree here because they use the same open-shell block. The $3\sigma_g$ orbital differs slightly from scheme to scheme, since it can mix with the lower closed $\sigma_g$ orbitals, so \eqref{shift} holds for it only approximately.

\section{Which numbers are ionization estimates?}

An eigenvalue becomes an ionization estimate when it equals an energy difference between the molecule and an ion. Remove an electron of spin $\sigma$ from orbital $k$ and leave all other orbitals unchanged. The terms of $E$ that disappear are
\begin{equation}
E_N-E_{N-1}=h_{kk}+\sum_{j\ne k\sigma}(kk|jj)
-\sum_{j\in\sigma,\,j\ne k}(kj|kj).
\end{equation}
The first sum runs over all other electrons, the second over those of the same spin. Adding the removed electron to both sums adds $(kk|kk)-(kk|kk)=0$. The right-hand side is then $F^\sigma_{kk}$, so
\begin{equation}
E_{N-1}-E_N=-F^\sigma_{kk}.
\label{removal}
\end{equation}
An electron of spin $\sigma$ added to an orbital $a$ that is empty for that spin changes the energy by $+F^\sigma_{aa}$, by the same count of terms.

The remaining question is which spin to remove, and it is settled by the spin state of the ion. Let the molecule have total spin $S$.

Removing a $\beta$ electron from a closed orbital leaves one more unpaired $\alpha$ electron. All unpaired spins are parallel, so the ion has the pure spin $S+\tfrac12$. Its cost is $-F^\beta_{cc}$.

Removing an $\alpha$ electron from an open orbital leaves one unpaired electron fewer, and the remaining unpaired spins are parallel. The ion has the pure spin $S-\tfrac12$, and its cost is $-F^\alpha_{oo}$.

Removing an $\alpha$ electron from a closed orbital is different. In O$_2$ it leaves an unpaired $\beta$ electron beside two unpaired $\alpha$ electrons. Write $\hat S^2=\hat S_-\hat S_++\hat S_z(\hat S_z+1)$, with spins in units of $\hbar$. Here $M_S=\tfrac12$. The raising operator can turn over only the unpaired $\beta$ spin, since every other $\beta$ electron shares its orbital with an $\alpha$ electron. This produces one normalized determinant, so
\begin{equation}
\langle\hat S^2\rangle=1+\tfrac12\cdot\tfrac32=\tfrac74 .
\end{equation}
A quartet has $\tfrac{15}{4}$ and a doublet $\tfrac34$. If $w$ is the quartet weight, $\tfrac{15}{4}w+\tfrac34(1-w)=\tfrac74$, which gives $w=\tfrac13$. The cost $-F^\alpha_{cc}$ thus belongs to a mixture of one third quartet and two thirds doublet, not to an ion of definite spin.

These results select $F^\beta$ for the closed block and $F^\alpha$ for the open block, as in the Koopmans-type scheme. Its virtual block, $F^\alpha$, describes attachment of an $\alpha$ electron, which gives an anion of pure spin $S+\tfrac12$. Diagonalizing the closed block has a purpose too. For a hole in a normalized combination $u$ of closed orbitals the cost is $-u^TF^\beta u$, and the eigenvectors make this cost stationary.

For O$_2$, removing a $1\pi_g$ electron at frozen orbitals costs 0.5295 hartree, or 14.4 eV, and leaves a doublet. The Guest--Saunders and Roothaan lists would suggest 5.7 eV. Removing a $\beta$ electron from $1\pi_u$ costs 15.9 eV and leaves a quartet. For that process the Guest--Saunders list would suggest 19.1 eV and the Roothaan list 12.7 eV.

The number behind 5.7 eV does have a meaning. Attaching a $\beta$ electron to $1\pi_g$ changes the energy by $F^\beta=+0.1129$ hartree, and
\begin{equation}
\tfrac12(-0.5295+0.1129)=-0.2083\ \text{hartree}.
\end{equation}
The averaged eigenvalue lies midway between the level for removing an electron and the level for adding one. A hydrogen atom makes the point plainly. Its single electron has $F^\alpha_{oo}=h_{oo}$, the correct one-electron energy. The average adds $\tfrac12(oo|oo)$, half the repulsion the electron would feel from a second electron in its orbital, although no second electron is present.

The example also shows that no single list can serve every process. The $1\pi_g$ orbital needs $-0.5295$ hartree for removal and $+0.1129$ hartree for attachment, but a list gives it one entry.

\section{The order of the levels can change as well}

At 1.21 \AA{} all three schemes place the highest occupied levels in the order $3\sigma_g<1\pi_u<1\pi_g$. The eigenvalues differ by several electronvolts, yet this order survives. Among the virtual levels it does not. The five lowest are
\begin{align}
\text{Guest--Saunders:}\quad&3\sigma_u<4\sigma_u<2\pi_u<4\sigma_g<2\pi_g,\\
\text{Roothaan:}\quad&3\sigma_u<2\pi_u<4\sigma_u<2\pi_g<4\sigma_g,\\
\text{Koopmans-type:}\quad&3\sigma_u<2\pi_u<4\sigma_u<4\sigma_g<2\pi_g.
\end{align}
No two of these orders are the same.

Occupied levels can change places at other geometries. Let $\Delta=F^\alpha_{oo}-F^\beta_{cc}$ be the distance from a closed level up to an open one in the Koopmans-type list. By \eqref{removal}, $\Delta$ is the frozen-orbital cost of the closed-shell hole minus that of the open-shell hole. For orbitals fixed by symmetry, the Guest--Saunders distance is
\begin{equation}
\left(F^\alpha_{oo}+\tfrac12X_o\right)-\left(F^\beta_{cc}-\tfrac12X_c\right)
=\Delta+\tfrac12(X_o+X_c).
\end{equation}
The two lists therefore disagree about the order when
\begin{equation}
-\tfrac12(X_o+X_c)<\Delta<0 .
\end{equation}
At 1.21 \AA{} the $\pi$ levels have $\Delta=-0.5295+0.5833=+0.0538$ hartree, and there is no reversal. At 1.60 \AA{},
\begin{equation}
\Delta=-0.6229+0.4594=-0.1635\ \text{hartree},
\end{equation}
while the Guest--Saunders distance is $-0.3203+0.5940=+0.2737$ hartree. One list now has $1\pi_u$ on top and the other has $1\pi_g$, for the same wavefunction. That wavefunction is again the symmetric stationary solution; at this stretched bond a symmetry-broken ROHF solution lies about 0.085 hartree lower. The Koopmans-type order reports a result of the frozen-orbital model: there, the quartet ion with a $1\pi_u$ hole lies below the doublet ion with a $1\pi_g$ hole. Electron correlation, which this model omits, can reverse that order, so it should not be read as the order of the real ions. Shortening the bond to 1.00 \AA{} brings a different change. The Guest--Saunders list then puts $1\pi_u$ below $3\sigma_g$, whereas the other two put it above.

An order of frozen-orbital ionization energies is not a filling rule either. Suppose that at 1.60 \AA{} the nine occupied orbitals are refilled from the bottom of the Koopmans-type list, seven with two electrons and the last two with one. The $1\pi_g$ orbitals become doubly occupied and the $1\pi_u$ orbitals singly occupied. With the orbitals otherwise unchanged, the energy rises by 0.27 hartree. In an open-shell calculation the occupations belong to the shells, and the eigenvalues need not reveal them.

\section{What may be compared}

Total energies of the same ROHF state may be compared between programs without regard to canonicalization. Orbital energies may be compared once the coefficients $A_k$ and $B_k$ are known to agree. If they differ, the quantities to compare are the eigenvalues of the blocks $F^\beta_{cc}$, $F^\alpha_{oo}$ and $F^\alpha_{vv}$. These depend only on the three subspaces. The negatives of the first two sets are frozen-orbital removal energies, and the third set gives the energy changes on attachment, in each case for ions of pure spin. A single diagonal element of $F^\alpha$ or $F^\beta$ still depends on the orbital chosen within its shell, unless symmetry fixes that orbital.

Even the appropriate element remains an estimate. Equation \eqref{removal} keeps the orbitals of the neutral molecule, whereas the ion's orbitals would relax and lower its energy. Electron correlation is missing from both species, and the basis used here is small. The values 14.4 and 15.9 eV are frozen-orbital results at this level, not predictions of a measured spectrum. The block assignments also assume a high-spin determinant. An open-shell singlet, for example, needs more than one determinant, so its energy expression and its ionization formulas must be derived anew.
